The one-percent plateau in a Weibull plot of mixed lifetimes

PROBLEM

A low-k dielectric separates the copper lines on each of many dies. All dies are held at the same voltage and temperature, and the time t to dielectric breakdown is recorded. A fraction p of the dies is weak and the rest are normal. Within each group the lifetime follows a Weibull distribution,

F_i(t) = 1 − exp(−H_i),  H_i = (t/η_i)^β_i,

with i = 1 for the weak group and i = 2 for the normal group. F_i is the fraction of group i that has failed by time t, η_i is the scale time, at which 63 % of the group has failed, and β_i > 0 is the shape parameter. H_i is called the cumulative hazard. The ratio of scale times is R = η2/η1.

A Weibull plot shows W = ln[−ln(1−F)] against ln t, where F is the failed fraction of all dies.

(a) Show that for p = 0.01 and sufficiently large R the plot has a plateau near W = ln(−ln 0.99) = −4.60.

(b) Between which times does W stay within ±δ of this level, and how large must R be?

(c) Find the slope of the plot on the plateau, and the form of the plot on either side.

(d) Evaluate the results for normal lines 40 nm apart, weak lines 26 nm apart, a stress of 16 V, η2 = 200 h, β1 = 1.2, β2 = 1.5 and δ = 0.1. Take η proportional to exp(−γE), with E the field and γ = 4 cm/MV. Would a test of 1000 dies show the plateau?

HINTS

1. Add the surviving fractions of the two groups, not their hazards. A die belongs to one group or the other.

2. Take the factor (1−p)exp(−H2) out of the total survival before taking the logarithm.

3. For the late edge, drop a term whose sign is known. For the early edge, ignore the failures of normal dies, which can only raise F.

4. A straight line also spends some time inside a band of height 2δ. Compare the plateau with that time.

SOLUTION

The shape of a single group

For one group alone, −ln(1−F_i) = H_i, so

W_i = ln H_i = β_i ln t − β_i ln η_i.

This is a straight line of slope β_i. Any plateau must therefore come from the mixing.

(a) The hazard of the mixture

Write S_i = exp(−H_i) for the surviving fraction of group i. The surviving fraction of all dies is

1 − F = pS1 + (1−p)S2
= (1−p)S2 [1 + pS1/((1−p)S2)].

Take minus the logarithm. The three factors give three terms. With h = −ln(1−p), −ln S2 = H2 and S1/S2 = exp(H2−H1),

H ≡ −ln(1−F) = h + H2 − ln[1 + (p/(1−p)) exp(H2−H1)].  (1)

No approximation has been made. Suppose now that t lies well above η1 and far below η2, so that H1 ≫ 1 and H2 ≪ h. The exponential in (1) is then negligible, H2 is small beside h, and H ≈ h. Hence

W ≈ w = ln h = ln[−ln(1−p)].

For p = 0.01, h = 0.010050 and w = −4.600. Physically, the weak dies have all failed and the normal dies have hardly begun, so F waits at p.

The level is close to ln p = −4.605 but differs from it, because −ln(1−p) = p + p²/2 + …, which makes ln h larger than ln p by about p/2 = 0.005.

The second condition is stricter than t ≪ η2. The normal group must have lost much less than one percent of its own dies, or its failures will hide those of the weak group.

(b) The edges of the plateau

Every F_i rises strictly with t, so F and W do too. The plot is never quite flat, and "plateau" needs a definition. Here it is the interval in which |W − w| ≤ δ, provided that this interval is much longer than the one a straight line would give. A line of slope β climbs through the height 2δ in an interval 2δ/β of ln t.

Late edge. The last logarithm in (1) is positive and is subtracted, so H ≤ h + H2. The condition W ≤ w + δ means H ≤ h exp(δ). It is certainly met if

h + H2 ≤ h exp(δ), that is, H2 ≤ h[exp(δ) − 1].

Since H2 = (t/η2)^β2, this holds for all t up to

t_b = η2 {h[exp(δ) − 1]}^(1/β2).  (2)

Early edge. Leaving out the failures of normal dies gives F ≥ p(1−S1), and therefore

H ≥ −ln[1 − p + pS1].

The condition W ≥ w − δ means H ≥ h exp(−δ). It is certainly met if

1 − p + pS1 ≤ exp[−h exp(−δ)] = (1−p)^exp(−δ),

where the last form uses exp(−h) = 1−p. Solving for S1 gives

S1 ≤ s = [(1−p)^exp(−δ) − (1−p)]/p.

Since S1 = exp[−(t/η1)^β1] falls with time, this holds for all t from

t_a = η1 (−ln s)^(1/β1)  (3)

onwards. For small p, (1−p)^a ≈ 1 − ap, so s ≈ 1 − exp(−δ). In words, for small δ the weak group must have lost all but a fraction of about δ of its dies.

Between t_a and t_b both conditions hold. The guaranteed length of the plateau in ln t is

L = ln(t_b/t_a)
= ln R + (1/β2) ln{h[exp(δ)−1]} − (1/β1) ln(−ln s).  (4)

Only the first term depends on R. For fixed p, β1, β2 and δ the length therefore grows without limit as ln R, which proves the claim. Setting L = 0 defines a threshold ratio R*, and then L = ln(R/R*). By the definition above, a plateau is guaranteed when ln(R/R*) is much larger than 2δ/β for both shape parameters. For small p and δ, h ≈ p, exp(δ)−1 ≈ δ and s ≈ δ, so

ln R* ≈ (1/β2) ln[1/(pδ)] + (1/β1) ln ln(1/δ).

A rarer weak group needs a larger separation of lifetimes, and so does a broader normal distribution, meaning a smaller β2. "Sufficiently large R" thus has no fixed meaning such as a factor of ten.

(c) The slope and the two branches

Differentiate W = ln H with H = −ln(1−F):

dW/d ln t = (1/H) dH/d ln t = [1/(H(1−F))] dF/d ln t.

Since dH_i/d ln t = β_i H_i, each group contributes dF_i/d ln t = β_i H_i S_i. Therefore

dW/d ln t = [pβ1H1S1 + (1−p)β2H2S2]/[(1−F)H].  (5)

To stay inside the plateau as R grows, choose t = η1^(1−θ) η2^θ with a fixed θ between 0 and 1. Then t/η1 = R^θ and t/η2 = R^(θ−1), so

H1 = R^(θβ1) → ∞,  H2 = R^(−(1−θ)β2) → 0.

The product H1 exp(−H1) vanishes, H2 vanishes, and the denominator of (5) tends to (1−p)h, which is not zero. The slope tends to zero, with the leading form β2H2/h. This applies to interior points. At the late edge H2 = h[exp(δ)−1] and H = h exp(δ), so the slope there remains near β2[1−exp(−δ)] however large R is.

Early branch. For t ≪ η1 both hazards are small and F ≈ pH1 + (1−p)H2. The ratio of the hazards is

H2/H1 = R^(−β1) (t/η2)^(β2−β1).

If β2 ≥ β1 and R^β1 ≫ 1/p, the weak group dominates and

W ≈ ln p + β1 ln(t/η1).

This is the line of the weak group lowered by |ln p|. If β2 < β1, the ratio grows as t → 0, and at sufficiently short times the normal group dominates again. The bounds (2) and (3) do not depend on which shape parameter is larger.

Late branch. As long as exp(H2−H1) is negligible, (1) gives

W ≈ ln(h + H2),  slope ≈ β2H2/(h + H2).

The plot leaves the plateau gradually. At H2 = h the slope has reached β2/2, and for H2 ≫ h the plot joins the line of the normal group.

(d) The numbers

A voltage V across a gap g gives E = V/g, and 1 V/nm is 10 MV/cm. The normal field is 16/40 V/nm = 4.00 MV/cm and the weak field is 16/26 V/nm = 6.15 MV/cm. Hence

ln R = γ(E1 − E2) = 4 × 2.154 = 8.615,  R = 5516,

and η1 = 200 h/5516 = 0.0363 h, or 130 s. This uses the same prefactor of exp(−γE) for both groups, which amounts to a weak line narrowed along its whole length. If only a fraction f of the length is narrowed and the hazard is proportional to length, H1 is multiplied by f and ln R falls by (1/β1) ln(1/f). For f = 0.1 this gives ln R = 6.70 and a band of about 1.5 in ln t. Below f ≈ 0.02 the guarantee is lost, and for f = 0.001 the band is 0.16, hardly more than for a straight line. The numbers that follow hold for f = 1.

For the edges, h[exp(0.1)−1] = 0.01005 × 0.1052 = 0.001057, whose logarithm is −6.852. With s = 0.0947, −ln s = 2.357, whose logarithm is 0.857. Equation (4) gives

L = 8.615 − 6.852/1.5 − 0.857/1.2
= 8.615 − 4.568 − 0.714 = 3.33.

The plateau runs from t_a = 0.074 h to t_b = 2.08 h, which is 1.4 decades. The crossings of w ± δ found numerically from the mixture itself give a length of 3.335, so the bounds are tight here. A straight line of slope 1.5 would stay in the band for only 0.2/1.5 = 0.133.

The threshold is ln R* = 4.568 + 0.714 = 5.28, or R* = 197. With the same p, shapes and δ, the true band length is 0.15 for R = 10, 0.30 for R = 100 and 1.66 for R = 1000. The first is hardly longer than for a straight line. The threshold marks where the guarantee starts, not a sudden change in the plot. If β2 were 1 instead of 1.5, ln R* would be 6.852 + 0.714 = 7.57, and R* would rise to about 1900.

The smallest slope is 0.007, at t = 0.24 h. There W = −4.596, slightly above w, because normal dies have begun to fail: H2/h = (0.2357/200)^1.5/0.01005 = 0.004. At 0.001 h the slope is 1.19, close to β1, and at 100 h it is 1.46, close to β2.

What a sample shows

Let N dies be tested and let k have failed by time t. The observed fraction k/N has variance F(1−F)/N. Since dW/dF = 1/[(1−F)H], a small error of F gives W the standard deviation

sd(W) ≈ √{F/[N(1−F)]}/H.

In the middle of the plateau, at 0.39 h, F = 1.009 %. For N = 1000 the formula gives 0.315, which is only a rough value because the formula assumes a small error of F. About ten failures are expected, and the 5 % and 95 % quantiles are 5 and 16 dies, which correspond to W = −5.30 and −4.13. The height of an observed plateau is therefore a poor measure of p at this sample size. For N = 10,000 the formula gives 0.100, and 400 simulated tests of that size gave 0.099.

A plotted sample has one point per failure, and few dies fail on the plateau. At its edges H = h exp(±δ), so the fraction failing between them is

(0.99)^exp(−0.1) − (0.99)^exp(0.1) ≈ 0.0020.

That is two dies in a thousand. On average, a test of 1000 dies would show about nine early failures, then a sparse stretch of 1.4 decades in time with about two points in it, then the main branch. The plateau would thus appear as a scarcity of points rather than as a well-drawn flat line, and the counts vary from test to test. The scarcity itself is plain to see. The widest gap between successive failures among the 4th to the 40th is typically about 3 in ln t, against about 0.3 for a single Weibull group of slope 1.5. With 50 dies the chance of having no weak die at all is 0.99^50 = 0.61, and then there is nothing to see.

The model beside a real test

The example is meant to resemble a porous low-k film between copper lines under accelerated stress. The shapes, the scale time and γ are illustrative choices, not measured values. A loss of 14 nm from a 40 nm gap is a gross patterning defect, and 6.2 MV/cm is a high field for a porous film, so failure during the voltage ramp has to be considered. For a ramp of 1 V/s the weak field rises at dE/dt = 0.385 MV/cm per second. If the same exponential law governs the damage, then at a time u before full stress is reached the damage builds up more slowly by the factor exp(−γu dE/dt). Integrated over u, this makes the ramp equivalent to 1/(γ dE/dt) = 0.65 s at full stress, and (0.65/130.5)^1.2 = 0.17 % of the weak dies fail in it. The same 0.65 s acts as an offset in time, so at 0.001 h = 3.6 s after full stress the slope would be 1.19 × 3.6/(3.6 + 0.65) ≈ 1.01 rather than 1.19. A separate instantaneous mechanism could kill more. Such dies must stay in the count as failures at time zero; if they are discarded, the plateau is lowered or lost.

Real gaps also vary within each group. A Gaussian spread with a standard deviation of 1 nm in both groups moves the band edges to 0.12 h and 1.8 h and shortens the band from 3.3 to 2.7. Most of the loss is at the early edge. There ln η changes by γE1/g = 4 × 6.154/26 = 0.95 per nanometre, against 0.40 for normal dies, and the weak dies with the wider gaps delay the emptying of their group.

VARIATION 1: BOTH MECHANISMS IN EVERY DIE

Suppose that there is no weak group. Instead every die can fail by either of two independent mechanisms, with hazards H1 and H2. Does the plot still have a plateau?

A die survives only if it escapes both mechanisms, so the survival probabilities multiply:

1 − F = S1S2,  H = H1 + H2.

The slope is

dW/d ln t = (β1H1 + β2H2)/(H1 + H2).

This is an average of β1 and β2 with positive weights, so it cannot fall below the smaller of them. There is no plateau. With the scale times of part (d), the fast mechanism would simply kill every die in a time of order η1.

To bring the crossover to W = −4.60, keep η2 and both shapes but choose a new η1 so that H1 = H2 = h/2 at the same time. The slope there is (1.2 + 1.5)/2 = 1.35, whereas the mixture has a slope near zero at that level.

Within these two models, the plateau thus requires the fast mechanism to run out of dies, and it distinguishes a defective subpopulation from a second mechanism shared by all. Other models can give a plateau too. If every die had the hazard h[1 − exp(−H1)] + H2, whose fast part fades with time, H would also stay near h at times well after η1 for which H2 is still much smaller than h. Such times exist when R is large enough. The same survival law results if each die carries a Poisson number of defects with mean h, each surviving with probability S1, since averaging S1^k over k gives exp[−h(1 − S1)]. A fraction 1 − exp(−h) = p of the dies is then defective. A fading hazard shared by all dies and a defective group can thus give the same plot. The plot alone therefore does not prove that a weak group exists.

VARIATION 2: THE SAME DIES AT 1 V

Keep the gaps, the shapes, p and the temperature, and lower the voltage from 16 V to 1 V. Does the plateau survive?

The position of the plateau in time depends on η2, but its length depends on R. What matters is how R changes with voltage, and this depends on the acceleration law. Compare three laws with the same value of −d ln η/dE = γ at the normal stress field E0 = 4 MV/cm:

exponential: ln η = const − γE
root-field: ln η = const − 2γ√(E0E)
power: ln η = const − γE0 ln E

Both fields are proportional to V, so subtracting the weak value from the normal one gives a ln R proportional to V for the first law and to √V for the second. For the third,

ln R = γE0 ln(E1/E2) = 16 ln(40/26) = 6.89,

which does not depend on V. The results are:

exponential: R = 5516 at 16 V, 1.7 at 1 V
root-field: R = 2189 at 16 V, 6.8 at 1 V
power: R = 985 at both voltages

At 16 V all three laws give a plateau, with band lengths of 3.3, 2.4 and 1.6. At 1 V the first two give 0.135 and 0.141, practically the 0.133 of a straight line, so the plateau is gone. The power law keeps its 1.6. These three laws do not cover all cases. A law ln η = const + γE0²/E with the same slope at E0 gives ln R = 5.6 at 16 V and, extrapolated, 89.6 at 1 V, so there the separation grows as the voltage falls. All these values assume the same constant for both groups.

The temperature of use can change R as well. Take γ to be independent of temperature. If the activation energies of the two groups differ by 0.1 eV, cooling from 398 K to 358 K changes ln R by

(0.1 eV/k_B)(1/358 K − 1/398 K) = 0.33,

upwards if the normal group has the larger activation energy and downwards if it has the smaller. This does not restore the plateau for the first two laws, since ln R stays far below ln R* = 5.28, and it does not remove it for the third.

A plateau seen under stress is consistent with a weak group, but does not prove that there is one. Whether such a group also fails far earlier in use cannot be read from the plot at one voltage; it requires the acceleration law of each group. The numerical output below lists the values for all three laws.

Table of computed values

```
weak fraction p = 0.01; shapes b1 = 1.2, b2 = 1.5; delta = 0.1
spacing normal, weak = 40.0, 26.0 nm; stress = 16.0 V
field normal, weak = 4.000, 6.154 MV/cm; gamma = 4.0 cm/MV
eta2 = 200.0 h; eta1 = 0.03626 h = 130.5 s
R = eta2/eta1 = 5516; ln R = 8.615
h = -ln(1-p) = 0.010050; plateau w = -4.6001; ln p = -4.6052
weak survival at lower edge s = 0.0947
guaranteed edges t_a, t_b = 0.0741, 2.0753 h
true band edges = 0.0739, 2.0753 h
guaranteed length = 3.333 in ln t = 1.447 decades
true band length = 3.335 in ln t
threshold ratio R* = 196.9
band length of straight line, slope b2 = 0.133 in ln t
smallest slope = 0.00691 at t = 0.2357 h, W = -4.5962
t = 0.001 h: F = 0.0134 %, W = -8.9206, slope = 1.1921
t = 0.01 h: F = 0.1920 %, W = -6.2544, slope = 1.0778
t = 0.1 h: F = 0.9670 %, W = -4.6339, slope = 0.1454
t = 0.3 h: F = 1.0057 %, W = -4.5944, slope = 0.0087
t = 1 h: F = 1.0350 %, W = -4.5656, slope = 0.0510
t = 10 h: F = 2.1007 %, W = -3.8523, slope = 0.7899
t = 100 h: F = 30.4833 %, W = -1.0117, slope = 1.4585
t = 200 h: F = 63.5799 %, W = 0.0100, slope = 1.4851
R = 10: true band length = 0.146 in ln t
R = 100: true band length = 0.302 in ln t
R = 1000: true band length = 1.657 in ln t
R = 10000: true band length = 3.929 in ln t
both mechanisms in every die: slope at crossover = 1.350
mid-plateau time = 0.3921 h; F = 1.0086 %; W = -4.5915
sd of W, N = 10000: formula 0.0996, simulated 0.0988
sd of W, N = 1000: formula 0.315
N = 1000: 5 and 95 % quantiles of failures = 5, 16 dies
corresponding W = -5.296, -4.127
chance of no weak die: N = 50: 0.605; N = 1000: 4.32e-05
spacing spread sd = 1.0 nm: band edges = 0.1239, 1.8150 h
with this spread: band length = 2.685 in ln t
ramp at 1.0 V/s: equivalent stress time = 0.650 s
weak dies lost in ramp = 0.172 %
activation energy difference 0.1 eV, 398.0 K to 358.0 K:
  size of shift of ln R = 0.326
exponential law, 16.0 V: R = 5515.87, band length = 3.335 in ln t
exponential law, 1.0 V: R = 1.71, band length = 0.135 in ln t
root-field law, 16.0 V: R = 2188.81, band length = 2.419 in ln t
root-field law, 1.0 V: R = 6.84, band length = 0.141 in ln t
power law, 16.0 V: R = 984.89, band length = 1.642 in ln t
power law, 1.0 V: R = 984.89, band length = 1.642 in ln t
```
